# Dynamical X-ray diffraction from a perfect Si(111) crystal: verification in Python

```python
# Dynamical diffraction, symmetric Bragg Si(111), Gaussian units, r0 = e^2/(m c^2).
# Under test (sigma polarization, zeta = dE/E at fixed glancing angle theta):
#   total-reflection width zD = 4 r0 |F| d^2/(pi v), FWHM = 3/(2 sqrt2) zD,
#   refraction shift z0 = 2 U0/G^2, angular width zD tan(theta),
#   intensity extinction depth Lam = v/(4 d r0 |F|), pi factor |cos 2theta|,
#   and near independence of energy once dispersion fp - i fpp is included.
# d plane spacing, G = 2 pi/d, v cell volume, F = 4 sqrt2 f0, U_n = 4 pi r0 F_nnn/v.
# Independent road: slab transfer matrices with eps(z) = 1 - 4 pi r0 rho(z)/k^2,
# rho(z) built in real space. Lengths in angstrom (A), energies in keV.
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad
from pyscf import gto, scf
from pyscf.gto import ft_ao
scf.hf.MUTE_CHKFILE = True
pc = sc.physical_constants
a = pc['lattice parameter of silicon'][0]*1e10
a0 = pc['Bohr radius'][0]*1e10
hbarc = sc.hbar*sc.c/sc.e*1e7
r0 = sc.alpha*hbarc/(sc.m_e*sc.c**2/sc.e/1e3)
assert abs(r0/(pc['classical electron radius'][0]*1e10) - 1) < 1e-8
Z, v, d = 14, a**3, a/np.sqrt(3)
G = 2*np.pi/d

# spherically averaged UHF atom
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2*np.pi*np.arange(12)/12
st = np.sqrt(1 - ct**2)
dirs = np.array([[s*np.cos(p), s*np.sin(p), c] for c, s in zip(ct, st) for p in ph])
wdir = np.repeat(wt, 12)/24
def atom(basis):
    mol = gto.M(atom='Si 0 0 0', basis=basis, spin=2, verbose=0)
    mf = scf.UHF(mol); mf.chkfile = None; mf.kernel()
    if not mf.converged:
        mf = mf.newton(); mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1(); dm = dm[0] + dm[1]
    ft = ft_ao.ft_aopair(mol, dirs*G*a0)
    return mol, mf, dm, float(np.einsum('g,gij,ij->', wdir, ft, dm).real)
mol, mf, dm, f0_analytic = atom('cc-pvqz')
f0_tz = atom('cc-pvtz')[3]
t = np.linspace(np.log(1e-5), np.log(30.0), 1200); r = np.exp(t)
ao = mol.eval_gto('GTOval_sph', (r[:, None, None]*dirs[None]).reshape(-1, 3))
rho_r = np.einsum('pi,pi->p', ao @ dm, ao).reshape(len(r), -1) @ wdir
shell = 4*np.pi*r**3*rho_r*(t[1] - t[0])
f0 = np.sum(shell*np.sinc(G*a0*r/np.pi))
assert abs(shell.sum() - Z) < 1e-5 and abs(f0 - f0_analytic) < 1e-5
assert abs(f0 - f0_tz) < 0.03
EK = -0.5*(mf.mo_energy[0][0] + mf.mo_energy[1][0])*pc['Hartree energy in eV'][0]/1e3

# planar density in real space
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
pos = np.vstack([fcc, fcc + 0.25])
layers, mult = np.unique(pos.sum(1) % 1, return_counts=True)
N = 2048; h = d/N
z = (0.375 + (np.arange(N) + 0.5)/N)*d
anti = CubicSpline(t, 2*np.pi*r**2*rho_r).antiderivative()
proj = lambda x: (anti(t[-1]) - anti(np.log(np.clip(np.abs(x)/a0, r[0], r[-1]))))/a0
def planar(profile, shift=0.0):
    return sum(n*profile(z - (l + m)*d - shift) for l, n in zip(layers, mult)
               for m in range(-4, 7))*d/v
rho = planar(proj)
F = 4*np.sqrt(2)*f0
assert abs(rho.mean()*v/(8*Z) - 1) < 1e-5
assert abs(abs(np.mean(rho*np.exp(-1j*G*z)))*v/F - 1) < 1e-5
assert abs(np.mean(rho*np.exp(-2j*G*z)))*v < 1e-4

# derived formulas
U0, U1 = 4*np.pi*r0*8*Z/v, 4*np.pi*r0*F/v
zD = 4*r0*F*d**2/(np.pi*v); z0 = 2*U0/G**2
ratio = 3/(2*np.sqrt(2)); Lam = v/(4*d*r0*F)
bragg = lambda E: np.arcsin(np.pi*hbarc/(d*E))

# transfer matrix of one period for (field, derivative/p), p = 1 (sigma) or eps (pi)
def period(E, th, dens, pol='s'):
    k = E/hbarc
    eps = 1 - 4*np.pi*r0*dens/k**2 + 0j
    q = np.sqrt(k*k*eps - (k*np.cos(th))**2)
    p = eps if pol == 'p' else np.ones(N)
    M = np.empty((N, 2, 2), complex)
    M[:, 0, 0] = M[:, 1, 1] = np.cos(q*h)
    M[:, 0, 1] = p*np.sin(q*h)/q; M[:, 1, 0] = -q*np.sin(q*h)/p
    while len(M) > 1:
        M = M[1::2] @ M[0::2]
    return M[0]
disc = lambda M: (M[0, 0] - M[1, 1])**2/4 + M[0, 1]*M[1, 0]
def bloch(E, th, dens):
    """reflectivity and amplitude decay constant of the semi-infinite crystal"""
    M = period(E, th, dens); q = E/hbarc*np.sin(th); s = np.sqrt(disc(M)); out = []
    for sg in (1, -1):
        lam = (M[0, 0] + M[1, 1])/2 + sg*s
        va = np.array([M[0, 1], (M[1, 1] - M[0, 0])/2 + sg*s])
        vb = np.array([(M[0, 0] - M[1, 1])/2 + sg*s, M[1, 0]])
        u = va if np.linalg.norm(va) > np.linalg.norm(vb) else vb
        out.append((abs(lam), abs((1j*q*u[0] - u[1])/(1j*q*u[0] + u[1]))**2))
    R = min(out)[1] if np.iscomplexobj(dens) else min(o[1] for o in out)
    return R, -np.log(min(out)[0])/d
def edges(E, pol):
    th = bragg(E); D = lambda x: disc(period(E*(1 + x), th, rho, pol)).real
    return brentq(D, z0 - zD, z0, xtol=1e-13), brentq(D, z0, z0 + zD, xtol=1e-13)
def angle_width(E):
    ang = lambda x: np.arcsin(np.sin(bragg(E))*(1 + x))
    D = lambda th: disc(period(E, th, rho)).real
    return (brentq(D, ang(z0), ang(z0 + zD), xtol=1e-14)
            - brentq(D, ang(z0 - zD), ang(z0), xtol=1e-14))
def fwhm(R):
    g = z0 + zD*np.linspace(-0.6, 0.6, 49); i = int(np.argmax([R(x) for x in g]))
    res = minimize_scalar(lambda x: -R(x), bounds=(g[i-1], g[i+1]), method='bounded',
                          options={'xatol': 1e-10})
    half = lambda x: R(x) + res.fun/2
    return brentq(half, res.x, z0 + 2*zD, xtol=1e-12) - brentq(half, z0 - 2*zD, res.x, xtol=1e-12), -res.fun

E0 = 8.0; th0 = bragg(E0); Eback = np.pi*hbarc/d
# tolerances reflect neglected terms of relative order U/G^2 and z0, about 1e-4
for E in (Eback/np.sin(np.radians(89.9)), 2.2, 3.0, 5.0, 8.0, 12.0, 20.0, 30.0):
    lo, hi = edges(E, 's')
    assert abs((hi - lo)/zD - 1) < 3e-4 and abs((hi + lo)/2/z0 - 1) < 3e-4
    lo, hi = edges(E, 'p')
    assert abs((hi - lo)/zD - abs(np.cos(2*bragg(E)))) < 1e-3
E45 = Eback*np.sqrt(2)
top = minimize_scalar(lambda y: -disc(period(E45*(1 + z0 + y*zD), np.pi/4, rho, 'p')).real,
                      bounds=(-0.1, 0.1), method='bounded', options={'xatol': 1e-7})
assert -top.fun < (1e-3*d/(2*Lam))**2
lo8, hi8 = edges(E0, 's'); plo8, phi8 = edges(E0, 'p')
E_of_eta = lambda eta: hbarc*np.sqrt(G*G/4 + U0 + eta*U1)/np.sin(th0)
for eta in (0.0, 0.5, -0.8):
    R, kap = bloch(E_of_eta(eta), th0, rho)
    assert abs(R - 1) < 1e-6 and abs(kap*2*Lam - np.sqrt(1 - eta**2)) < 1e-3
for eta in (-3.0, -1.5, 1.2, 2.0):
    assert abs(bloch(E_of_eta(eta), th0, rho)[0] - (abs(eta) - np.sqrt(eta**2 - 1))**2) < 1e-3
Lam_tm = 0.5/bloch(E_of_eta(0.0), th0, rho)[1]
half0 = lambda x: bloch(E0*(1 + x), th0, rho)[0] - 0.5
fw_tm = brentq(half0, z0, z0 + zD, xtol=1e-12) - brentq(half0, z0 - zD, z0, xtol=1e-12)
assert abs(fw_tm/(ratio*zD) - 1) < 1e-3 and 1.35e-4 < fw_tm < 1.45e-4
w_tm = angle_width(E0)
assert abs(w_tm/(zD*np.tan(th0)) - 1) < 3e-4
th88 = np.radians(88.0); w88 = angle_width(Eback/np.sin(th88))
w88_formula = np.arcsin(np.sin(th88)*(1 + z0 + zD/2)) - np.arcsin(np.sin(th88)*(1 + z0 - zD/2))
assert abs(w88/w88_formula - 1) < 1e-3 and w88/(zD*np.tan(th88)) > 1.05

# thermal smearing (rough B) and K-shell dispersion model
B, gK = 0.5, 2.0
u = np.sqrt(B/(8*np.pi**2)); DW = np.exp(-B/(4*d*d))
xh, wh = np.polynomial.hermite_e.hermegauss(12)
rho_T = sum(w*planar(proj, u*x) for x, w in zip(xh, wh))/wh.sum()
nuc_T = planar(lambda x: np.exp(-x*x/(2*u*u))/(u*np.sqrt(2*np.pi)))
def dispersion(E):
    x2 = (E/EK)**2
    return gK*np.log(x2 - 1)/x2, np.pi*gK/x2
def oscillators(E, gam=1e-4):
    x = E/EK; f = lambda y: 2*gK/y**3*x*x/(x*x - y*y + 1j*gam*x)
    b = [1, x - .5, x - 1e-2, x - 1e-3, x, x + 1e-3, x + 1e-2, x + .5, 2*x, np.inf]
    part = lambda g: sum(quad(g, p, q, limit=200)[0] for p, q in zip(b[:-1], b[1:]))
    return part(lambda y: f(y).real) - gK, -part(lambda y: f(y).imag)
def R_prins(x, fp, fpp):
    u0 = 4*np.pi*r0*8*(Z + fp - 1j*fpp)/v
    u1 = 4*np.pi*r0*4*np.sqrt(2)*(f0 + fp - 1j*fpp)*DW/v
    W = G*G/4*(2*x + x*x) - u0; s = np.sqrt(W*W - u1*u1)
    s = s if s.imag > 0 else -s
    return abs((W - s)/u1)**2
table = []
for E in (5.0, 8.0, 12.0, 20.0, 30.0):
    fp, fpp = dispersion(E); th = bragg(E)
    assert np.allclose(oscillators(E), (fp, fpp), rtol=0, atol=3e-4)  # error of order gam
    dens = rho_T + (fp - 1j*fpp)*nuc_T
    fw, pk = fwhm(lambda x: R_prins(x, fp, fpp))
    fw2, pk2 = fwhm(lambda x: bloch(E*(1 + x), th, dens)[0])
    assert abs(fw2/fw - 1) < 1e-3 and abs(pk2 - pk) < 1e-3
    mu = 4*np.pi*r0*8*fpp/v/(E/hbarc)
    tho = np.arcsin(1.25*np.sin(th))
    assert abs(bloch(E, tho, dens)[1]*2*np.sin(tho)/mu - 1) < 2e-3
    lo, hi = edges(E, 's')
    table.append((E, np.degrees(th), hi - lo, fp, fpp, fw, pk, fw*np.tan(th),
                  abs(np.cos(2*th)), 1/mu))
T = np.array(table); spread = T[:, 5].max()/T[:, 5].min() - 1
assert spread < 0.06 and T[0, 7]/T[-1, 7] > 5 and 1.35e-4 < T[1, 5] < 1.45e-4

arc = 1/sc.arcsec; tn = np.tan(th0)
print(f"a = {a:.5f} A, d = {d:.5f} A, v = {v:.3f} A^3")
print(f"G = {G:.5f} 1/A, 1/(2d) = {0.5/d:.5f} 1/A")
print(f"r0 = {r0:.5e} A, hbar c = {hbarc:.6f} keV A")
print(f"UHF/cc-pVQZ energy = {mf.e_tot:.4f} hartree, 1s binding = {EK:.4f} keV")
print(f"f0(G) quadrature = {f0:.4f}, analytic = {f0_analytic:.4f}, cc-pVTZ = {f0_tz:.4f} electrons")
print(f"F000 = {8*Z}, |F111| = {F:.3f} electrons")
print(f"U0 = {U0:.4e} 1/A^2, |U1| = {U1:.4e} 1/A^2, |U1|/G^2 = {U1/G**2:.3e}")
print(f"E = {E0:.1f} keV, k = {E0/hbarc:.4f} 1/A, lambda = {2*np.pi*hbarc/E0:.5f} A")
print(f"theta_B = {np.degrees(th0):.4f} deg, sin = {np.sin(th0):.5f}, tan = {tn:.5f}")
print(f"chi0 = {-U0*(hbarc/E0)**2:.4e}, |chi1| = {U1*(hbarc/E0)**2:.4e}")
print(f"z0 = {z0:.4e} (transfer matrix {(lo8+hi8)/2:.4e}), angle shift = {z0*tn*1e6:.2f} urad")
print(f"zD = {zD:.5e} (transfer matrix {hi8-lo8:.5e})")
print(f"FWHM ratio = {ratio:.5f}, FWHM = {ratio*zD:.4e} (transfer matrix {fw_tm:.4e})")
print(f"dE total = {zD*E0*1e3:.3f} eV, dE FWHM = {ratio*zD*E0*1e3:.3f} eV")
print(f"Darwin width = {zD*tn*1e6:.2f} urad = {zD*tn*arc:.3f} arcsec (transfer matrix {w_tm*1e6:.2f} urad)")
print(f"angular FWHM = {ratio*zD*tn*1e6:.2f} urad = {ratio*zD*tn*arc:.3f} arcsec")
print(f"Lam intensity = {Lam:.0f} A = {Lam*1e-4:.4f} um (transfer matrix {Lam_tm:.0f} A)")
print(f"amplitude depth = {2*Lam*1e-4:.4f} um, Lam/d = {Lam/d:.0f} periods")
print(f"cos 2theta = {np.cos(2*th0):.4f}, pi zD = {zD*np.cos(2*th0):.4e} (transfer matrix {phi8-plo8:.4e})")
print(f"pi Darwin width = {zD*np.cos(2*th0)*tn*1e6:.2f} urad, pi Lam = {Lam/np.cos(2*th0)*1e-4:.4f} um")
print(f"backscattering energy = {Eback:.4f} keV, pi gap closes at {E45:.4f} keV")
print(f"theta_B = 88 deg: width = {w88*1e3:.3f} mrad, zD tan = {zD*np.tan(th88)*1e3:.3f} mrad")
print(f"rough B = {B:.1f} A^2, u = {u:.4f} A, Debye-Waller factor = {DW:.4f}, g = {gK:.0f}")
print(f"8 keV: x = {E0/EK:.4f}, (f0+fp)*DW = {(f0+T[1,3])*DW:.3f} electrons")
print(f"8 keV corrected: dE FWHM = {T[1,5]*E0*1e3:.3f} eV, angular FWHM = {T[1,7]*arc:.3f} arcsec")
print(f"8 keV absorption depth sin(theta)/(2 mu) = {np.sin(th0)*T[1,9]/2*1e-4:.2f} um")
print("E/keV theta/deg zD(transfer) fp fpp FWHM(corrected) peakR FWHM/urad |cos2th| (1/mu)/um")
for w in table:
    print(f"{w[0]:.0f} {w[1]:.3f} {w[2]:.4e} {w[3]:.3f} {w[4]:.3f} {w[5]:.4e} "
          f"{w[6]:.3f} {w[7]*1e6:.2f} {w[8]:.4f} {w[9]*1e-4:.1f}")
print(f"spread of corrected FWHM, 5-30 keV = {100*spread:.2f} percent")
print(f"angular FWHM ratio 5 keV / 30 keV = {T[0,7]/T[-1,7]:.2f}")
print("every check passed")
```

Output:

```
a = 5.43102 A, d = 3.13560 A, v = 160.193 A^3
G = 2.00382 1/A, 1/(2d) = 0.15946 1/A
r0 = 2.81794e-05 A, hbar c = 1.973270 keV A
UHF/cc-pVQZ energy = -288.8584 hartree, 1s binding = 1.8724 keV
f0(G) quadrature = 10.5474, analytic = 10.5474, cc-pVTZ = 10.5478 electrons
F000 = 112, |F111| = 59.665 electrons
U0 = 2.4758e-04 1/A^2, |U1| = 1.3189e-04 1/A^2, |U1|/G^2 = 3.285e-05
E = 8.0 keV, k = 4.0542 1/A, lambda = 1.54980 A
theta_B = 14.3077 deg, sin = 0.24713, tan = 0.25504
chi0 = -1.5063e-05, |chi1| = 8.0244e-06
z0 = 1.2332e-04 (transfer matrix 1.2331e-04), angle shift = 31.45 urad
zD = 1.31390e-04 (transfer matrix 1.31373e-04)
FWHM ratio = 1.06066, FWHM = 1.3936e-04 (transfer matrix 1.3934e-04)
dE total = 1.051 eV, dE FWHM = 1.115 eV
Darwin width = 33.51 urad = 6.912 arcsec (transfer matrix 33.51 urad)
angular FWHM = 35.54 urad = 7.331 arcsec
Lam intensity = 7596 A = 0.7596 um (transfer matrix 7596 A)
amplitude depth = 1.5193 um, Lam/d = 2423 periods
cos 2theta = 0.8779, pi zD = 1.1534e-04 (transfer matrix 1.1533e-04)
pi Darwin width = 29.42 urad, pi Lam = 0.8653 um
backscattering energy = 1.9770 keV, pi gap closes at 2.7960 keV
theta_B = 88 deg: width = 4.222 mrad, zD tan = 3.763 mrad
rough B = 0.5 A^2, u = 0.0796 A, Debye-Waller factor = 0.9874, g = 2
8 keV: x = 4.2725, (f0+fp)*DW = 10.722 electrons
8 keV corrected: dE FWHM = 1.135 eV, angular FWHM = 7.464 arcsec
8 keV absorption depth sin(theta)/(2 mu) = 8.23 um
E/keV theta/deg zD(transfer) fp fpp FWHM(corrected) peakR FWHM/urad |cos2th| (1/mu)/um
5 23.291 1.3137e-04 0.509 0.881 1.4191e-04 0.850 61.09 0.6873 16.3
8 14.308 1.3137e-04 0.312 0.344 1.4189e-04 0.937 36.19 0.8779 66.6
12 9.483 1.3137e-04 0.180 0.153 1.4032e-04 0.971 23.44 0.9457 224.8
20 5.673 1.3137e-04 0.083 0.055 1.3887e-04 0.989 13.80 0.9805 1040.7
30 3.779 1.3137e-04 0.043 0.024 1.3825e-04 0.995 9.13 0.9913 3512.3
spread of corrected FWHM, 5-30 keV = 2.65 percent
angular FWHM ratio 5 keV / 30 keV = 6.69
every check passed
```
